# Channel backscattering in a uniform field, derived in two ways

Electrons enter a stretch $0<x<L$ of a transistor channel from the source. A uniform field accelerates them towards $+x$, and every electron that reaches $x=L$ is absorbed by the drain. The fraction that returns to the source is

$$
r=\frac{l}{l+\lambda},\qquad l=\frac{kT}{qF}\left(1-e^{-qFL/kT}\right).
$$

Here $q>0$ is the elementary charge, $qF$ the force on an electron, and $T$ the lattice temperature. The potential energy is $U(x)=-qFx$. The length $\lambda$ is defined by a probability: scattering turns a forward-moving electron backward with probability $dx/\lambda$ in a distance $dx$. It is taken to be independent of energy, position and field. The electrons are nondegenerate, and the result also requires that the backward-moving ones have a thermal energy distribution. The second derivation shows where that condition comes from. I write $\kappa=qF/kT$, so that $1/\kappa$ is the distance over which the potential energy falls by $kT$.

## First derivation: balance of fluxes

Let $a(x)$ be the flux moving towards the drain and $b(x)$ the flux moving towards the source, both counted as positive numbers. In a slice $dx$, a fraction $\xi\,dx$ of the forward flux is turned backward, and a fraction $\xi'dx$ of the backward flux is turned forward. In steady state the forward flux leaving the slice at $x+dx$ is

$$
a(x+dx)=a(x)-\xi a\,dx+\xi' b\,dx .
$$

The backward flux enters at $x+dx$ and leaves at $x$, so

$$
b(x)=b(x+dx)-\xi' b\,dx+\xi a\,dx .
$$

Both balances give the same right-hand side:

$$
\frac{da}{dx}=\frac{db}{dx}=-\xi a+\xi' b .
$$

Subtracting them shows that the net flux $J=a-b$ does not depend on $x$, as it must when no carriers are created or lost.

**Detailed balance.** In equilibrium there is no net flux, so $a=b$. Each flux is proportional to the local density, hence to $e^{-U/kT}=e^{\kappa x}$. Inserting this into the flux equation gives

$$
\kappa a=(\xi'-\xi)a\quad\Rightarrow\quad \xi'=\xi+\kappa .
$$

Equilibrium fixes the difference of the two coefficients and nothing more. The value $\xi=1/\lambda$ is the definition of $\lambda$. That the same coefficients hold when current flows is a separate assumption. With it,

$$
\xi=\frac1\lambda,\qquad \xi'=\frac1\lambda+\frac{qF}{kT}.
$$

The extra term in $\xi'$ describes electrons that climb towards the source, run out of kinetic energy, and are turned round by the field.

**Solution.** Replace $a$ by $J+b$ in the equation for $b$:

$$
\frac{db}{dx}=-\frac{J+b}{\lambda}+\left(\frac1\lambda+\kappa\right)b
=-\frac{J}{\lambda}+\kappa b .
$$

The terms $b/\lambda$ cancel. Multiplying by $e^{-\kappa x}$ turns the left side and the term $\kappa b$ into one derivative:

$$
\frac{d}{dx}\left(b\,e^{-\kappa x}\right)=-\frac J\lambda e^{-\kappa x}.
$$

Integrate from $0$ to $L$:

$$
b(L)e^{-\kappa L}-b(0)=-\frac J\lambda\int_0^L e^{-\kappa x}dx=-\frac{J\,l}{\lambda},
\qquad l=\frac{1-e^{-\kappa L}}{\kappa}.
$$

An absorbing drain means $b(L)=0$. Then $b(0)=Jl/\lambda$ and $a(0)=J+b(0)=J(1+l/\lambda)$, so

$$
r=\frac{b(0)}{a(0)}=\frac{l/\lambda}{1+l/\lambda}=\frac{l}{l+\lambda}.
$$

The transmitted fraction is $\mathcal T=1-r=\lambda/(l+\lambda)$.

**Other potentials.** If $U(x)$ falls non-uniformly, the same equilibrium argument gives $\xi'-\xi=-(dU/dx)/kT$ at each point. The integrating factor becomes $e^{-[U(0)-U(x)]/kT}$, and the remaining steps are unchanged. Hence

$$
l=\int_0^L e^{-[U(0)-U(x)]/kT}\,dx .
$$

Each position thus counts with a Boltzmann weight. The familiar phrase "the first $kT$ of potential drop" names a scale, and the weight has no sharp edge there.

**When the drain may be called absorbing.** Keep $b(L)$ in the integrated equation. Then $b(0)=Jl/\lambda+b(L)e^{-\kappa L}$, and adding $J$ gives $a(0)=J(1+l/\lambda)+b(L)e^{-\kappa L}$. Therefore

$$
J=\mathcal T\left[a(0)-b(L)e^{-\kappa L}\right].
$$

Suppose that $b(L)$ is the thermal flux of a drain reservoir. At zero bias $J$ must vanish, so $b(L)=a(0)e^{\kappa L}$. A drain bias $V_{DS}$ lowers this flux by the factor $e^{-qV_{DS}/kT}$ at a given $U(x)$, and

$$
J=\mathcal T a(0)\left(1-e^{-qV_{DS}/kT}\right).
$$

Injection from the drain is negligible once $qV_{DS}\gg kT$.

## Second derivation: the history of one electron

This derivation does not use detailed balance to find $\xi'$. It starts from a definite picture of motion and collisions.

Between collisions an electron obeys Newton's law. Collisions occur with probability $2\,dx/\lambda$ per distance $dx$ travelled, whatever the energy. Each collision gives a random direction, forward or backward with probability one half, and a fresh thermal energy. "Energy" here means the kinetic energy $E$ of motion along $x$. Electrons emerging in a thermal flux are weighted by their velocity $v$, and since $v\,e^{-mv^2/2kT}dv=e^{-E/kT}dE/m$, the distribution of $E$ is a plain exponential with mean $kT$.

A forward electron is reversed in half of its collisions, which gives the rate $1/\lambda$ per length. A backward electron is reversed by collisions at the same rate, but it can also be stopped by the field. It passes a further distance $dx$ only if its energy exceeds $qF\,dx$. For an exponential distribution,

$$
P(E>\varepsilon+qF\,dx\,|\,E>\varepsilon)=e^{-qF\,dx/kT}\approx 1-\kappa\,dx ,
$$

whatever $\varepsilon$ is. The electrons that have already climbed some way therefore still have an exponential distribution with mean $kT$, and the field turns them at the constant rate $\kappa$ per length. The total rate is $1/\lambda+\kappa$, in agreement with detailed balance.

Now let $p_+(x)$ be the probability that an electron moving forward at $x$ eventually leaves through the source, and $p_-(x)$ the same probability for one moving backward. The energy of a forward electron does not matter, because its collision rate per length does not depend on it and its next collision erases it. Following a forward electron over $dx$,

$$
p_+(x)=\left(1-\frac{dx}{\lambda}\right)p_+(x+dx)+\frac{dx}{\lambda}\,p_-(x)
\quad\Rightarrow\quad
\frac{dp_+}{dx}=-\frac{p_--p_+}{\lambda}.
$$

A backward electron moves from $x$ to $x-dx$:

$$
p_-(x)=\left[1-\left(\tfrac1\lambda+\kappa\right)dx\right]p_-(x-dx)+\left(\tfrac1\lambda+\kappa\right)dx\,p_+(x),
$$

$$
\frac{dp_-}{dx}=-\left(\frac1\lambda+\kappa\right)(p_--p_+).
$$

Let $\Delta=p_--p_+$. This is the amount by which a reversal at $x$ raises the chance of return. Subtracting the two equations,

$$
\frac{d\Delta}{dx}=-\left(\frac1\lambda+\kappa\right)\Delta+\frac{\Delta}{\lambda}=-\kappa\Delta
\quad\Rightarrow\quad \Delta(x)=\Delta(0)e^{-\kappa x}.
$$

At the source a backward electron has left, so $p_-(0)=1$. At the drain a forward electron is absorbed, so $p_+(L)=0$. The wanted fraction is $r=p_+(0)$, and $\Delta(0)=1-r$. Integrating the equation for $p_+$ from $0$ to $L$,

$$
0-r=-\frac{1-r}{\lambda}\int_0^L e^{-\kappa x}dx=-(1-r)\frac l\lambda .
$$

Thus $r\lambda=(1-r)l$, or $r=l/(l+\lambda)$. In this form $l$ has a direct meaning: a reversal matters less, by the factor $e^{-\kappa x}$, the further down the slope it happens.

## What each derivation assumes

The flux derivation needs no picture of a collision. It needs coefficients that depend on position alone and remain the same in equilibrium and under bias. This second requirement is strong, because detailed balance by itself does not guarantee it.

Elastic scattering shows this. Take the zero of energy at $U(0)$. An electron injected from the source has total energy $W\ge0$, and elastic collisions preserve $W$. At $x$ its kinetic energy is $W+qFx$, which is enough to climb back to the source from any point. (In one dimension no energy passes into sideways motion.) The field never turns it, so at each $W$ one has $\xi'=\xi=1/\lambda$. Then $db/dx=-J/\lambda$, which with $b(L)=0$ gives $b(0)=JL/\lambda$ and

$$
r_{\text{elastic}}=\frac{L}{L+\lambda}
$$

at any accelerating field. Detailed balance holds here too, energy by energy. The growth $e^{\kappa x}$ of the equilibrium flux is due to electrons with $W<0$, which cannot reach the source, and elastic collisions never transfer injected electrons into that group. In one dimension the short layer $l$ therefore rests on energy loss in the channel. In a wider channel, elastic collisions can also hinder return by turning forward energy into sideways motion.

The collision picture makes this condition explicit: the backward flux is thermal because collisions remove the energy gained from the field. In return it needs no near-equilibrium assumption for the forward flux, which may become hot. Its price is a particular collision law, with an energy-independent path and complete thermalization.

## Limits

For $\kappa L\ll1$, expanding the exponential gives $l\approx L(1-\kappa L/2)$, and $r\to L/(L+\lambda)$, the field-free result. For $\kappa L\gg1$, $l\to kT/qF$ and

$$
r\to\frac{kT}{kT+qF\lambda}.
$$

The length of the stretch then drops out. Backscattering becomes small when an electron gains much more than $kT$ in a distance $\lambda$.

## Mobility and entrance velocity

The collision picture links $\lambda$ to the low-field mobility $\mu$. The collision time at speed $|v|$ is $\tau=\lambda/(2|v|)$. To first order in the field, the odd part $f_1$ of the velocity distribution satisfies $(qF/m)\,\partial f_0/\partial v=-f_1/\tau$, because re-emission is equal in both directions and adds nothing odd. With a normalized Maxwellian $f_0$, $\partial f_0/\partial v=-(mv/kT)f_0$, so

$$
\mu F=\int v f_1\,dv=\frac{qF}{kT}\int v^2\frac{\lambda}{2|v|}f_0\,dv
=\frac{qF\lambda}{2kT}\,v_T,\qquad v_T=\langle|v|\rangle=\sqrt{\frac{2kT}{\pi m}} .
$$

Hence $\lambda=2(kT/q)\mu/v_T$.

A thermal one-way flux $a$ carries the density $a\langle1/v\rangle$, averaged over the exponential energy distribution. With $t=E/kT$,

$$
\left\langle\frac1v\right\rangle=\sqrt{\frac{m}{2kT}}\int_0^\infty t^{-1/2}e^{-t}dt=\sqrt{\frac{\pi m}{2kT}}=\frac1{v_T}.
$$

If the source injects a thermal flux, the density at the entrance is $n(0)=[a(0)+b(0)]/v_T$, and the mean velocity there is

$$
\frac{J}{n(0)}=v_T\,\frac{1-r}{1+r}.
$$

## A silicon example

Take rough typical values for an n-channel silicon transistor: $T=300$ K, $L=20$ nm, $F=0.05$ MV/cm, $\mu=200$ cm²/Vs, $m=0.19$ electron masses and $V_{DS}=0.7$ V. Then $kT/q=25.85$ mV and $v_T=1.234\times10^7$ cm/s, so

$$
\lambda=\frac{2(0.02585)(200)}{1.234\times10^7}\ \text{cm}=8.38\ \text{nm}.
$$

This is the mean length for reversal. In the collision picture the mean distance between collisions is half of it, 4.19 nm. With $kT/qF=5.17$ nm and $e^{-qFL/kT}=0.0209$,

$$
l=5.17(1-0.0209)=5.06\ \text{nm},\qquad r=\frac{5.06}{5.06+8.38}=0.377 .
$$

The entrance velocity is $5.59\times10^6$ cm/s. The first $kT$ of potential drop supplies 65% of $l$, so the rest of the slope still counts.

Simulated trajectories following the collision rules above gave $r=0.375$. With $L$ and $\lambda$ fixed, they gave 0.624 at 0.01 MV/cm and 0.133 at 0.20 MV/cm, where the formula gives 0.624 and 0.134. With elastic collisions they gave 0.704 at 0.05 MV/cm, against $L/(L+\lambda)=0.705$. These differences are within the sampling scatter.

**Comparison with a real device.** Real collisions are a mixture: some change the energy little, while others emit phonons of appreciable energy. In the simulation, $r$ rose to 0.44 when half of the collisions thermalized the electron and to 0.54 when one fifth did, the others being elastic. These two values hold for motion in one dimension. In a real channel, elastic collisions also turn forward energy into sideways motion, which makes return harder. With isotropic collisions in a plane, at the same mobility and with a path independent of energy, simulated values of $r$, good to about 0.01, are 0.33 when every collision thermalizes the electron, 0.38 when half do and 0.43 when one fifth do. Incomplete energy loss still raises $r$, but by less. The constant path is an idealization too: with a constant collision time instead, the same mobility and complete thermalization, $r$ is only about 0.28. The abrupt start of the field is also unrealistic, since a real barrier has a rounded top. If the field grows linearly from zero over 5 nm and then stays at 0.05 MV/cm, the general integral gives $l=7.31$ nm and $r=0.47$. Tunnelling through such a top, taken as a symmetric parabola of the same curvature, raises the thermal flux by about 2.5%. The size and sign of this correction depend on the source side of the barrier: if the potential is flat there, nothing tunnels, and quantum reflection lowers the flux by about 4%.

Other changes, each made alone in the one-dimensional formula, shift $r$ from 0.377 as follows:

- **Degeneracy.** An estimate with Fermi statistics at the entrance, for $5\times10^{12}$ cm⁻² in the lowest subband pair and fixed mobility, gives $r\approx0.40$ if the field turns electrons at the rate for the equilibrium filling. With the lower filling of the backward flux itself, and $\lambda$ kept at its value for the equilibrium filling, the estimate is $r\approx0.37$; taking $\lambda$ at the forward or backward filling instead moves it between 0.35 and 0.40. Even the sign of this shift is therefore uncertain.
- **Heavy valleys.** Equal filling of all six valleys, at fixed mobility and $l$, lowers the mean thermal speed. For a channel along ⟨100⟩ this lengthens $\lambda$ to 10.2 nm and gives $r\approx0.33$; along ⟨110⟩ the values are 9.8 nm and 0.34.
- **Temperature.** At 400 K, with mobility assumed to fall as $T^{-1.5}$, $l$ grows to 6.5 nm, $\lambda$ shrinks to 6.3 nm, and $r\approx0.51$.

If collisions thermalize the electrons, the absorbing drain is a safe assumption here. The injection factor $e^{-qV_{DS}/kT}$ is about $10^{-12}$. Return from beyond $L$ is bounded too: extending the same field without end gives $r=0.382$, and a stronger field there would add less, as the integral for $l$ shows, provided $\lambda$ and the thermal backward flux persist. With purely elastic collisions in one dimension there is no such bound, because $L/(L+\lambda)$ keeps growing with $L$. Sideways motion alone does not remove this growth: with purely elastic, isotropic collisions in a plane, simulated $r$ rises from about 0.56 at $L=20$ nm to about 0.73 at 60 nm. The numerical output below lists the values for the one-dimensional model.

## Computed values

```
temperature: 300 K
field region length L: 20 nm
field F: 0.05 MV/cm
low-field mobility: 200 cm2/Vs
transport mass: 0.19 electron masses
drain bias: 0.7 V
thermal energy kT: 25.85 meV
energy drop qFL: 0.100 eV
qFL/kT: 3.868
exp(-qFL/kT): 0.0209
thermal speed v_T: 1.234e+07 cm/s
mean free path lambda: 8.38 nm
kT/qF: 5.17 nm
layer length l: 5.06 nm
backscattering r: 0.3767
transmission T: 0.6233
entrance velocity: 5.589e+06 cm/s
x = 0 nm: a/a(0) = 1.0000, b/a(0) = 0.3767
x = 5 nm: a/a(0) = 0.9869, b/a(0) = 0.3636
x = 10 nm: a/a(0) = 0.9524, b/a(0) = 0.3291
x = 20 nm: a/a(0) = 0.6233, b/a(0) = 0.0000
share of l from the first kT of drop: 0.646
F = 0.01 MV/cm: r formula 0.6244, trajectories 0.6237
F = 0.05 MV/cm: r formula 0.3767, trajectories 0.3750
F = 0.20 MV/cm: r formula 0.1337, trajectories 0.1333
mean energy of returned carriers: 0.999 kT
drain-to-source transmission: formula 0.01303, trajectories 0.01314
same, elastic: formula 0.00617, trajectories 0.00634
r, half of collisions thermalizing: 0.443
r, one fifth of collisions thermalizing: 0.537
r, elastic: formula 0.7048, trajectories 0.7043
mobility from linear response: 200.00 cm2/Vs
rounded top, width 5 nm: l = 7.31 nm, r = 0.466
barrier quantum hbar*omega: 20.0 meV
tunnelling factor on thermal flux: 1.025
sheet density for degeneracy estimate: 5.0e+12 cm-2
Fermi level above subband edge: 0.87 kT
degenerate: lambda = 10.54 nm, l = 7.13 nm, r = 0.404
heavy valley mass: 0.916 electron masses
six valleys equally filled: lambda = 10.24 nm, r = 0.331
at 400 K: mobility = 130 cm2/Vs, lambda = 6.28 nm
at 400 K: l = 6.51 nm, r = 0.509
r if the same field continued without end: 0.3816
drain injection, exp(-qV_DS/kT): 1.7e-12
```
